\section*{Reorganization energy of an ion beside a metal electrode}

\section*{Setting and data}

In an electrochemical metallization memory cell, metal atoms are oxidized at one electrode, cross a thin oxide as ions and are reduced again to form a conducting filament. Consider the transfer of one electron between a metal and a singly charged ion in the oxide nearby. The metal fills $z<0$ and the oxide fills $z>0$. The ion has radius $a=0.126$ nm, and its centre lies $d=0.3$ nm from the metal surface. The oxide has optical relative permittivity $\varepsilon_{\rm op}=2.1$, due to its electrons alone, and static relative permittivity $\varepsilon_{\rm s}=3.9$, which includes the displacement of its atoms. Energies are in eV and lengths in nm, and
\[
K=\frac{e^2}{4\pi\varepsilon_0}=1.4400\ \text{eV nm}.
\]

\section*{Part (a): definition}

\textbf{Question.} The reorganization energy $\lambda$ is the free energy stored in the oxide when its atoms are arranged for the charged ion but the charge has been removed. Show, for linear response, that $\lambda=W_{\rm op}-W_{\rm s}$, where $W_{\rm op}$ and $W_{\rm s}$ are the works of charging the ion with the optical and with the static response.

\textbf{Answer.} Let the vector $\mathbf s$ describe the slow polarization, and let $c=1$ for the ion and $c=0$ for the neutral atom. The electrons of oxide and metal follow at once. For linear response the free energy is quadratic:
\begin{equation}
G(c,\mathbf s)=\tfrac12\,\mathbf s\cdot\mathsf A\,\mathbf s-c\,\mathbf f\cdot\mathbf s+c^2W_{\rm op}.
\end{equation}
Here $\mathsf A$ is a symmetric, positive stiffness matrix and $c\,\mathbf f$ is the force of the charge on $\mathbf s$. The last term is the charging work at $\mathbf s=0$, where only electrons respond. Energies of the bare ion and atom that do not depend on $\mathbf s$ are left out, since they cancel below.

Setting the derivative to zero gives $\mathsf A\mathbf s_c=c\,\mathbf f$, so $\mathbf s_c=c\,\mathsf A^{-1}\mathbf f$. Hence
\begin{equation}
G(c,\mathbf s_c)=c^2\left(W_{\rm op}-\tfrac12\,\mathbf f\cdot\mathsf A^{-1}\mathbf f\right).
\end{equation}
At $c=1$ everything has relaxed, so this is $W_{\rm s}$, and $\tfrac12\mathbf f\cdot\mathsf A^{-1}\mathbf f=W_{\rm op}-W_{\rm s}$. Now remove the charge and hold $\mathbf s$ at $\mathbf s_1$:
\begin{equation}
\lambda=G(0,\mathbf s_1)-G(0,\mathbf s_0)=\tfrac12\,\mathbf f\cdot\mathsf A^{-1}\mathbf f=W_{\rm op}-W_{\rm s}.
\end{equation}
The reverse jump costs $G(1,\mathbf s_0)-G(1,\mathbf s_1)=W_{\rm op}-W_{\rm s}$, the same amount. Nothing here required a uniform oxide or the absence of a metal.

\section*{Part (b): the image formula}

\textbf{Question.} Treat the ion's charge as a rigid, uniform spherical shell, let the oxide continuum also fill the shell, and take the metal as a perfect conductor. Find $\lambda$, and relate it to Marcus's formula for two spheres.

\textbf{Answer.} In an oxide of permittivity $\varepsilon$, the potential must vanish at $z=0$. An image shell of charge $-e$ centred at $z=-d$ achieves this. The ion's own shell gives the potential $e/(4\pi\varepsilon_0\varepsilon a)$ on itself. The image acts at the ion like a point charge, and its potential is harmonic throughout the ion because $d>a$. Its mean over the shell therefore equals its value at the centre, a distance $2d$ away. The mean potential is
\begin{equation}
\bar\phi=\frac{e}{4\pi\varepsilon_0\varepsilon}\left(\frac1a-\frac1{2d}\right).
\end{equation}
During charging the potential grows in proportion to the charge, so the work is $\tfrac12e\bar\phi$. The charge induced on the metal sits at zero potential and adds nothing. Thus
\begin{equation}
W(\varepsilon)=\frac{K}{2\varepsilon}\left(\frac1a-\frac1{2d}\right),
\end{equation}
and part (a) gives
\begin{equation}
\lambda=\frac K2\left(\frac1a-\frac1{2d}\right)\left(\frac1{\varepsilon_{\rm op}}-\frac1{\varepsilon_{\rm s}}\right).
\label{eq:lam}
\end{equation}

For two real spheres of radius $a$, with charges $\pm e$ and separation $R$, both charges contribute to the work:
\[
\lambda_2=K\left(\frac1a-\frac1R\right)\left(\frac1{\varepsilon_{\rm op}}-\frac1{\varepsilon_{\rm s}}\right).
\]
With $R=2d$ the field in $z>0$ is the same in both problems. The mirror half holds as much field energy again, but beside a metal that half contains no field. Hence $\lambda=\lambda_2/2$, and the length $R$ is the ion--image distance $2d$.

\section*{Part (c): the number}

\textbf{Question.} Evaluate $\lambda$. How does it change if 0.3 nm is measured from the ion's surface, and if the ion is moved far from the metal or into contact with it?

\textbf{Answer.} The two factors are
\begin{align*}
\frac1a-\frac1{2d}&=7.9365-1.6667=6.2698\ \text{nm}^{-1},\\
\frac1{\varepsilon_{\rm op}}-\frac1{\varepsilon_{\rm s}}&=0.47619-0.25641=0.21978,
\end{align*}
so that
\[
\lambda=\tfrac12(1.4400)(6.2698)(0.21978)=0.992\ \text{eV},
\]
or 95.7 kJ/mol. The model's answer is about 1 eV. Putting $R=d$ would give 0.728 eV, and omitting the factor one half would give 1.984 eV.

If 0.3 nm is the gap between the ion's surface and the metal, then $d=0.426$ nm and $\lambda=1.070$ eV, still about 1 eV. Far from the metal the image term vanishes and $\lambda=1.256$ eV. The metal thus removes 0.264 eV at $d=0.3$ nm: the image's potential at the ion lowers both charging works by the same fraction, and so lowers their difference by that fraction. At contact, $d=a$, the bracket falls to $1/(2a)$ and the formula gives half the far value.

\section*{Part (d): the electrostatic idealizations}

\textbf{Question.} Estimate the effect of (i) an ion interior that is not oxide, (ii) imperfect screening by the metal with Thomas--Fermi length $\ell=0.06$ nm, a rough value, and (iii) uncertainty in $a$ and $\varepsilon_{\rm s}$. Is linear response safe?

\textbf{Answer.} (i) Let the ion be a conducting sphere. The image's field at its centre is $E=e/[4\pi\varepsilon_0\varepsilon(2d)^2]$, and the sphere's polarizability is $4\pi\varepsilon_0\varepsilon a^3$. To leading order the charging work changes by
\[
-\tfrac12\left(4\pi\varepsilon_0\varepsilon a^3\right)E^2=-\frac{K}{2\varepsilon}\frac{a^3}{(2d)^4}.
\]
Relative to $W$ this is $a^3/(2d)^4$ divided by $1/a-1/(2d)$, about 0.25\%. A numerical solution gives all orders that matter: the potential is expanded in multipoles about the ion up to order 20, each multipole is given its image, and the boundary conditions are matched at $r=a$. It lowers $\lambda$ by 0.003 eV at $d=0.3$ nm. The correction grows quickly nearer the metal, to about 9\% at $d=0.15$ nm and 28\% at $d=0.13$ nm, so the contact value in part (c) belongs to the rigid shell only. For an empty cavity with the charge at its centre, the same method changes $\lambda$ by less than 0.001 eV.

(ii) Resolve the potential into components of wavenumber $k$ along the surface. In the oxide, the wave falling on the metal and the reflected wave are $e^{k(z-d)}$ and $r\,e^{-k(z+d)}$. In the metal, with background permittivity 1, the potential is $t\,e^{qz}$ with $q=\sqrt{k^2+\ell^{-2}}$. Continuity of the potential and of the normal displacement at $z=0$ requires
\[
e^{-kd}(1+r)=t,\qquad \varepsilon k\,e^{-kd}(1-r)=q\,t .
\]
Eliminating $t$ gives $\varepsilon k(1-r)=q(1+r)$, hence
\begin{equation}
r=\frac{\varepsilon k-q}{\varepsilon k+q}.
\end{equation}
On the axis a point charge has the expansion $1/|z-d|=\int_0^\infty e^{-k|z-d|}\,dk$, so the image term $-1/(2d)$ is replaced by
\begin{equation}
I(\varepsilon)=\int_0^\infty r\,e^{-2kd}\,dk,
\end{equation}
which returns to $-1/(2d)$ when $\ell\to0$ and $r\to-1$. Part (a) still applies, so
\[
\lambda=\frac K2\left[\frac{1/a+I(\varepsilon_{\rm op})}{\varepsilon_{\rm op}}-\frac{1/a+I(\varepsilon_{\rm s})}{\varepsilon_{\rm s}}\right]=1.021\ \text{eV}
\]
by numerical quadrature. Weaker screening raises both charging works; here the optical one rises more, and $\lambda$ grows by 3\%. This sign belongs to a metal with a sharp edge. In a real metal the electrons also spill out past the surface, which moves the image plane towards the ion and lowers $\lambda$. If the spilled electrons replace oxide, a shift of 0.05 nm is the same as $d=0.25$ nm in equation (\ref{eq:lam}) and gives 0.939 eV. If they only narrow an empty gap between metal and oxide, the same shift lowers $\lambda$ by about half as much, 0.02 to 0.03 eV. The net sign for a real metal is therefore left open.

(iii) With the other data fixed, $a=0.106$ nm gives 1.229 eV and $a=0.146$ nm gives 0.820 eV. The radius of an ion in a glass is not sharply defined, so this matters more than (i) and (ii). Raising $\varepsilon_{\rm s}$ alone can take equation (\ref{eq:lam}) no higher than its limit for $\varepsilon_{\rm s}\to\infty$,
\[
\tfrac12(1.4400)(6.2698)(0.47619)=2.150\ \text{eV}.
\]

Linear response is doubtful. Without the metal, the continuum field at the ion's surface is
\[
\frac{K}{e\,\varepsilon_{\rm s}a^2}=\frac{1.4400}{3.9\,(0.126)^2}\ \text{V/nm}=233\ \text{MV/cm},
\]
while silica breaks down at roughly 10 MV/cm. A local atomic field does not itself cause breakdown, but the comparison shows how far a permittivity measured in weak fields is being extrapolated.

\section*{Part (e): from reorganization energy to barrier}

\textbf{Question.} For transfer between the ion and one metal level in resonance with it, find the classical barrier. Then treat the slow polarization as a quantum oscillator of frequency $\omega$, with weak electronic coupling, and find the effective barrier at 300 K for $\hbar\omega=0.06$ and $0.14$ eV, rough energies of silica vibrations.

\textbf{Answer.} Let $x$ run from 0 to 1 between the two equilibrium arrangements. The free energies are $\lambda x^2$ and $\lambda(1-x)^2$. They cross at $x=\tfrac12$, at height $\lambda/4=0.248$ eV.

For the quantum case, let $H_0$ and $H_1$ be oscillators of mass $m$ centred at $\pm D/2$, so $\lambda=\tfrac12m\omega^2D^2$. With $\beta=1/k_{\rm B}T$, the golden-rule rate is proportional to
\[
\int dt\,\mathrm{Tr}\left[e^{-\beta H_0}e^{iH_0t/\hbar}e^{-iH_1t/\hbar}\right].
\]
Shifting $t$ by $-i\hbar\beta/2$ moves the contour through the saddle point, where the integrand is $\mathrm{Tr}[e^{-\beta H_0/2}e^{-\beta H_1/2}]$. We need the kernel of each factor. An oscillator centred at the origin, going from $y$ to $y'$ in imaginary time $\tau=\hbar\beta/2$, obeys $\ddot u=\omega^2u$. Its action is the boundary term $\tfrac m2[u\dot u]$. Splitting $u$ into parts even and odd about the midpoint gives
\begin{equation}
S=\frac{m\omega}4\left[(y+y')^2\tanh\frac{\omega\tau}2+(y-y')^2\coth\frac{\omega\tau}2\right].
\end{equation}
The kernel is $e^{-S/\hbar}$ times a factor independent of the end points, because the action is quadratic. For centres at $\pm D/2$, replace $y+y'$ by $y+y'\mp D$. In the product of the two kernels the tanh terms add to
\[
(y+y'-D)^2+(y+y'+D)^2=2(y+y')^2+2D^2 .
\]
The integrals over $y$ and $y'$ do not involve $D$. What remains is
\[
\exp\left(-\frac{m\omega D^2}{2\hbar}\tanh\frac{\hbar\omega}{4k_{\rm B}T}\right),\qquad \frac{m\omega D^2}{2\hbar}=\frac{\lambda}{\hbar\omega}.
\]
Writing this factor as $e^{-E_{\rm eff}/k_{\rm B}T}$ gives
\begin{equation}
E_{\rm eff}=k_{\rm B}T\,\frac{\lambda}{\hbar\omega}\tanh\frac{\hbar\omega}{4k_{\rm B}T}.
\end{equation}
For $k_{\rm B}T\gg\hbar\omega$ this returns $\lambda/4$. For $k_{\rm B}T\ll\hbar\omega$ the factor becomes $e^{-\lambda/\hbar\omega}$, independent of temperature, which is nuclear tunnelling. At 300 K, $k_{\rm B}T=0.02585$ eV, and the effective barriers are 0.223 eV for the 0.06 eV mode and 0.160 eV for the 0.14 eV mode. The reorganization energy is unchanged; what falls is the barrier that follows from it.

This $E_{\rm eff}$ gives the size of the exponential factor at one temperature. It is not the slope of an Arrhenius plot, because $E_{\rm eff}$ itself depends on $T$. The slope of the same factor is
\[
-\frac{d}{d\beta}\left(-\frac{\lambda}{\hbar\omega}\tanh\frac{\beta\hbar\omega}{4}\right)=\frac{\lambda}{4}\,\frac{1}{\cosh^2(\beta\hbar\omega/4)},
\]
which at 300 K is 0.180 eV for the 0.06 eV mode and 0.058 eV for the 0.14 eV mode. The prefactor of the rate also depends on temperature. In the saddle-point approximation it lowers the slope of the whole rate by a further $(\hbar\omega/4)\coth(\beta\hbar\omega/2)$, about 0.02 eV and 0.04 eV for the two modes, so for the 0.14 eV mode little of the slope is left.

\section*{Part (f): the real cell}

\textbf{Question.} Which real case do the data resemble, and which omissions matter most there?

\textbf{Answer.} The permittivities are those of dense silica, and the radius is roughly that of a silver ion, so the data describe silver in silica next to an electrode. At 0.3 nm only one or two bond lengths separate the ion from the metal, and a continuum is then an estimate. The small corrections in part (d)(i) and (ii) do not measure that error, since they keep the continuum.

The weak electronic coupling assumed in part (e) is also unlikely to hold so close to the metal. For two states with coupling $V$, the classical barrier becomes $(\lambda-2V)^2/(4\lambda)$, which holds up to $V=\lambda/2\approx0.5$ eV, where it vanishes; for larger $V$ there is no barrier. As a rough guide, two silver ions in vacuum that share one electron have $V\approx1.4$ eV at a separation of 0.30 nm and 0.7 eV at 0.42 nm, from half the splitting of their two lowest empty $\sigma$ levels in a Hartree--Fock calculation. These values shift by up to 0.1 eV with basis set and method. Between two states, couplings of this size would leave no barrier. A metal spreads the coupling over a band of levels, and the measure is then the level width $\Delta=\pi V^2\rho$, with $\rho$ the density of states per spin on the surface atom at the Fermi level. For coupling through one atom to a half-filled semi-elliptic band 8 to 11 eV wide, $V=1.4$ eV gives $\Delta=0.7$ to 1.0 eV and removes the barrier, while $V=0.7$ eV gives $\Delta\approx0.2$ eV and leaves about 0.1 eV. In both cases $\Delta$ exceeds $k_{\rm B}T$ and $\hbar\omega$, so the coupling is not weak. The formulas of part (e) therefore apply to an ion far enough from the metal for the coupling to be weak. There $\lambda$ is closer to its far value, and the barriers are higher in the same proportion than the numbers given for $d=0.3$ nm.

The formula also omits changes in the bonds around the ion. With assumed round values of 4 bonds, stiffness 50 N/m and a length change of 0.02 nm, these store
\[
4\times\tfrac12(50\ \text{N/m})(0.02\ \text{nm})^2=0.250\ \text{eV},
\]
which adds to $\lambda$ if the bonds move independently of the outer polarization. Deposited oxide films can also take up moisture. If that raises the static permittivity near the ion, the polarization part of $\lambda$ rises too, within the limit of 2.150 eV found above for fixed $a$, $d$ and $\varepsilon_{\rm op}$. For a real cell, ``about 1 eV'' is therefore a scale, uncertain by at least a few tenths of an eV.
